Why Fermi-Dirac and Gaussian Smearing Converge Differently in a One-Dimensional Metal

**1. What goes wrong**

Suppose the k-point error of a metallic chain is known to fall exponentially with Fermi-Dirac smearing and like a Gaussian with Gaussian smearing. It is tempting to conclude that Gaussian smearing of the same nominal width, σ = kT, needs fewer k-points. For the chain computed below, with σ = kT = 0.1 eV and 80 k-points, the Gaussian error is 0.10 meV per atom and the Fermi-Dirac error 0.0023 meV: the choice made things about forty times worse. Both decay laws are right in their regime. What is missing is where they come from, what sets their lengths, and where they stop.

The error has three ingredients: the jump of the occupation at the Fermi level, the averaging of that jump by smearing, and the behaviour of the smeared occupation at complex energy. They are taken in turn and then weighed.

**2. The sampling error as a Fourier coefficient**

Take one band ε(k), real and even in k, on a chain of spacing a. The N sampled points are k_j = k₀ + 2πj/(Na), and L = Na. For k₀ = 0 these are the levels of a ring of N atoms. Energies are per atom and per spin until stated otherwise.

Smearing replaces the step occupation θ(μ − ε) by

f(ε) = ∫ δ̃(x) θ(μ + x − ε) dx,

where δ̃ is even, non-negative and of unit area. The two cases are

Fermi-Dirac: δ̃(x) = 1/[4kT cosh²(x/2kT)], f = 1/(1 + e^((ε−μ)/kT))
Gaussian: δ̃(x) = e^(−x²/σ²)/(σ√π), f = ½ erfc((ε−μ)/σ).

The energy followed is the free energy Ω, the k-average of a function w(ε) with dw/dε = f and w → 0 at high energy. For Fermi-Dirac, w = −kT ln(1 + e^(−(ε−μ)/kT)), the usual grand potential.

If the electron number n is held fixed instead of μ, the error of a well-smeared sum is usually nearly the same. Since d²Ω/dμ² ≤ 0, the free energy at fixed n is F(n) = max over μ of [Ω(μ) + μn]. At a maximum a shift of μ costs nothing to first order, so a small error δΩ gives δF = δΩ at the old μ. For 0.3 electrons per spin and N = 60 (Fermi-Dirac, parameters of section 4), the two errors are 2.680 and 2.677 in units of 10⁻³ meV. Second-order terms count on shorter rings, most of all when the leading oscillating part of δΩ happens to be near zero: at N = 25 the errors are 0.27 and 0.12 meV, and at N = 24 they are −0.39 and −0.52 meV.

Because w(ε(k)) is periodic in k, it is a Fourier series:

w(ε(k)) = Σ_l W(la) e^(−ilak), W(R) = (a/2π) ∫ w(ε(k)) e^(ikR) dk,

with the integral over one Brillouin zone. The grid average of e^(−ilak) vanishes unless l = mN, when it is e^(−imLk₀). The term m = 0 is the exact integral, so

error = Σ_(m≠0) W(mL) e^(−imLk₀).

For k₀ = 0 this is 2[W(L) + W(2L) + …]. The convergence law is the decay law of W.

**3. First contribution: the jump**

Without smearing, w₀ = ε − μ below the Fermi level and zero above. Then

W₀(R) = (a/2π) ∫ from −k_F to k_F of (ε − μ) e^(ikR) dk.

Integrate by parts. The boundary term vanishes because ε = μ at ±k_F. As ε′ is odd, only the sine part of e^(ikR) survives:

W₀ = −(a/πR) ∫₀^(k_F) ε′(k) sin(kR) dk.

A second integration by parts, with ε′(0) = 0 and ε′(k_F) = ħv_F, gives −ħv_F cos(k_F R)/R for the integral, plus terms of order 1/R². Hence

W₀(R) ≈ a ħv_F cos(k_F R)/(πR²).

The jump alone gives a slow power law. The cosine records whether a level of the ring lands on the Fermi point.

At half filling k_F = π/(2a). If N is a multiple of 4 and k₀ = 0, every cosine is +1. With two spins and Σ 1/m² = π²/6,

error = 4 · [aħv_F/(πL²)] · π²/6 = 2πaħv_F/(3L²).

**4. The example**

Take ε = −2t cos(ka), half filled, so μ = 0 and ħv_F = 2ta. With a = 0.25 nm and t = 1.5 eV, ħv_F = 0.75 eV nm. For N = 80, L = 20 nm:

2π(0.25)(0.75)/(3 · 400) eV = 0.98 meV per atom,

and the explicit sum over levels gives the same 0.98 meV. This is the error that smearing has to suppress.

**5. Second contribution: averaging over the Fermi level**

By its definition f is an average of step occupations with Fermi levels μ + x. The same holds for w, since both sides have the same derivative and vanish at high energy. Therefore

W(R; μ) = ∫ δ̃(x) W₀(R; μ + x) dx.

Near the Fermi points let the band be linear: k_F(μ + x) = k_F + x/(ħv_F), with v_F constant. The cosine becomes cos(k_F R + xR/ħv_F). Expanding it, the part odd in x averages to zero, and

W(R) = W₀(R) D̂(R/ħv_F), D̂(s) = ∫ δ̃(x) cos(sx) dx.

Smearing thus dephases the oscillation of the energy with Fermi level. Levels of the ring near μ are 2πħv_F/L apart; once the smearing window covers this spacing, it hardly matters whether a level sits on the Fermi point. How completely the oscillation cancels depends on the shape of δ̃ through its Fourier transform.

**6. Third contribution, Fermi-Dirac: the nearest pole**

On the real axis both occupations are infinitely smooth. They differ at complex energy. The Fermi-Dirac denominator vanishes at

ε = μ ± iω_n, ω_n = (2n+1)πkT, n = 0, 1, 2, …

Near such a point ε_p, 1 + e^((ε−μ)/kT) ≈ −(ε − ε_p)/kT, so f ≈ −kT/(ε − ε_p).

To see what the poles do, integrate W(L) by parts. The boundary term cancels because w e^(ikL) is periodic when L is a multiple of a:

W(L) = −(a/2πiL) ∫ f(ε(k)) ε′(k) e^(ikL) dk.

Now raise the path into the upper half of the k-plane, where e^(ikL) shrinks as e^(−L Im k). The vertical sides cancel by periodicity. For the cosine band and N ≥ 2 the top vanishes if it is taken between poles, since ε′ grows only as e^(a Im k). What remains are the poles. At a solution q of ε(q) = ε_p we have ε − ε_p ≈ ε′(q)(k − q), so fε′ ≈ −kT/(k − q). The residue theorem gives

W(L) = −(a/2πiL) · 2πi · Σ_q (−kT) e^(iqL) = (akT/L) Σ_q e^(iqL).

For the cosine band each pole energy has one solution with Im q > 0. If q_n belongs to μ + iω_n, then −q_n* belongs to μ − iω_n, because ε is even and real on the real axis. Their contributions are complex conjugates, so

W(L) = (2akT/L) Σ_(n≥0) Re e^(iq_n L).

This holds for the cosine band without linearising. A direct k-sum with N = 16, μ = −0.7 eV, kT = 0.1 eV and a grid shifted by k₀a = 0.1 agrees with the pole sum to better than one part in 10¹⁰.

For a linear band, q_n = k_F + iω_n/(ħv_F). Write X = πkTL/(ħv_F). The sum is geometric,

Σ e^(−(2n+1)X) = e^(−X)/(1 − e^(−2X)) = 1/(2 sinh X),

and therefore

W(L) = akT cos(k_F L)/(L sinh X) = W₀(L) · X/sinh X.

So D̂ = X/sinh X. For X ≪ 1 it tends to 1 and the power law returns. For X ≫ 1 it is 2X e^(−X), so apart from the prefactor the decay is

exp(−πkTL/(ħv_F)).

The π is the distance of the first pole from the real axis in units of kT; dividing by ħv_F turns an imaginary energy into an imaginary wave number.

With curvature kept, the rate is Im q₀. At half filling put q₀a = π/2 + iκa. Then −2t cos(q₀a) = 2it sinh(κa) = iπkT, so

κa = arcsinh(πkT/2t).

For kT = 0.1 eV this is 0.10453 per cell, against 0.10472 from the linear band.

The role of the pole can be tested by removing it. Near ε − μ = ±iω₀, the function 2kT(ε−μ)/[(ε−μ)² + ω₀²] behaves as +kT/(ε − ε_p). Added to f, it cancels the nearest pole pair and leaves a function just as smooth on the real axis. The Fourier coefficients of the occupation f(ε(k)) at N = 101 and 121 then give a decay rate of 0.30921 per cell instead of 0.10453. This is arcsinh(3πkT/2t), the rate of the next pole.

**7. Third contribution, Gaussian: no pole, but growth**

The complementary error function has no singularity at any finite complex energy, so nothing stops the path at a fixed height. The limit comes from growth: at x = iy the Gaussian e^(−x²/σ²) becomes e^(+y²/σ²). Completing the square in D̂,

−x²/σ² + isx = −(x − iσ²s/2)²/σ² − σ²s²/4,

and moving the path up by y = σ²s/2 leaves an integral of unit area. Thus

D̂(s) = exp(−σ²s²/4), or exp[−(σL/2ħv_F)²] for s = L/(ħv_F).

Raising the path by y gains a factor e^(−ys) and costs e^(y²/σ²). The best height is y = σ²L/(2ħv_F), which grows with L; this makes the exponent quadratic. For Fermi-Dirac the usable height is capped at πkT, so the exponent stays linear.

Because y grows, the path eventually feels the band's curvature. For the half-filled cosine band k_F(x)a = π/2 + arcsin(x/2t), and at x = iy the arcsine is i arcsinh(y/2t). The exponent is then

Φ(y) = y²/σ² − N arcsinh(y/2t).

Setting dΦ/dy = 0 gives 2y/σ² = N/√(4t² + y²), that is,

y √(y² + 4t²) = σ²N/2.

For y ≪ 2t, y ≈ σ²N/(4t), the previous height. With arcsinh u ≈ u − u³/6, and with the correction evaluated at the unshifted height because Φ is stationary there,

Φ ≈ −(σN/4t)² + (N/6)(y/2t)³.

The second term must itself be small for the Gaussian law to give the error's value, not just its leading exponent.

For y ≫ 2t, y² ≈ σ²N/2 and arcsinh(y/2t) ≈ ln(y/t) + t²/y². The small second term is multiplied by N and leaves a constant, so

Φ ≈ N/2 − (N/2) ln(σ²N/2t²) − 2t²/σ².

This falls faster than any exponential in L but more slowly than a Gaussian. For this band, Gaussian decay is an intermediate regime.

The prefactor follows from the same height. The velocity in W₀ becomes a√(4t² + y²)/ħ. The second derivative of the exponent along the horizontal path is −C, with

C = 2/σ² + Ny/(4t² + y²)^(3/2),

and the Gaussian integral over the path gives √(2/(σ²C)). For two spins and N a multiple of 4,

error ≈ [4aħv_F/(πL²)] √(1 + y²/4t²) √(2/(σ²C)) e^Φ.

**8. A fair comparison of widths**

The symbols kT and σ do not measure the same breadth. What smearing costs is a shift of the converged energy. Since Ω(μ) is the average of Ω₀(μ + x), and d²Ω₀/dμ² = −D with D the density of states, the leading shift is

ΔΩ = −½⟨x²⟩D.

The variances follow from D̂ ≈ 1 − ½⟨x²⟩s². From X/sinh X ≈ 1 − X²/6 the Fermi-Dirac variance is π²(kT)²/3; from exp(−σ²s²/4) the Gaussian one is σ²/2. Equal bias therefore requires

σ = πkT√(2/3) = 2.565 kT.

With this choice D̂ is exp(−X²/6) for the Gaussian and X/sinh X for Fermi-Dirac. The product sinh X/X = Π_j(1 + X²/π²j²), with ln(1 + u) < u and Σ1/j² = π²/6, gives sinh X/X < exp(X²/6). So at equal leading bias, and within the linear band, the Gaussian factor is the smaller at every L > 0.

With σ = kT the Gaussian has 6.6 times less variance. Its leading bias is 6.6 times smaller, and its sampling error larger over the useful range. The linear-band laws cross only at L = 83 nm, where both suppression factors are about 6 × 10⁻¹⁴.

**9. Weighing the contributions**

For kT = 0.1 eV the Fermi-Dirac decay length is ħv_F/(πkT) = 0.75/0.314 = 2.39 nm. The matched Gaussian has σ = 0.2565 eV and length 2ħv_F/σ = 5.85 nm. At L = 20 nm, X = 8.38 and the laws give

Fermi-Dirac: [4(0.25)(0.75)/(400π)] · 8.38/sinh 8.38 eV = 2.3 × 10⁻³ meV
Gaussian: [same prefactor] · exp[−(20/5.85)²] = 5.0 × 10⁻⁶ meV.

The explicit k-sums, in meV per atom for both spins, are:

L = 10 nm: Fermi-Dirac 0.308; matched Gaussian 0.131; σ = kT 1.64
L = 20 nm: 2.34 × 10⁻³; 6.76 × 10⁻⁶; 0.101
L = 30 nm: 2.38 × 10⁻⁵; 4.02 × 10⁻¹²; 4.89 × 10⁻³

The Fermi-Dirac sinh law is low by 2.3% at 30 nm. The rate difference found in section 6 explains this: 120 × 0.00019 = 0.023. At 10 nm it is low by 1.5%, half from curvature and half from the second image, W(2L)/W(L) = 1/(4 cosh X) = 0.008.

The matched Gaussian law is low by 2% at 10 nm but by a factor of 4.1 at 30 nm. There σ²N/(4t) = 1.32 eV, and the correction (N/6)(y/2t)³ is 1.7, no longer small; it overshoots the full shift of Φ, which is 1.39, close to ln 4.1 = 1.41. The full saddle formula stays within 0.3% of the k-sums at all five lengths from 10 to 30 nm. Much further out, at N = 401, the logarithm of πN times the Fourier coefficient of the occupation is −217, where the Gaussian law predicts −294. Here y ≈ 3.1 eV has reached 2t.

Against these errors stands the bias. With D = 2a/(πħv_F) = 0.212 per eV and atom for both spins, ΔΩ = −½(0.0329)(0.212) eV = −3.49 meV per atom. The computed biases are −3.495 meV (Fermi-Dirac) and −3.494 meV (matched Gaussian). If the zero-temperature energy is wanted and this bias is not removed, it already exceeds either matched sampling error tenfold at 10 nm, and the Gaussian's further advantage buys nothing.

The quantity monitored matters too. The band energy without the entropy term is, at μ = 0, E = Ω − T∂Ω/∂T. In the linear band the leading term of the Fermi-Dirac δΩ, from m = ±1, is proportional to T/sinh X with X ∝ T. When this term dominates,

δE = δΩ · X coth X ≈ X δΩ.

The last step holds for X ≫ 1. The exponent is unchanged but the error is larger: by a factor of 8.33 at L = 20 nm in the k-sums, against X = 8.38.

**10. A second case: a gap at the Fermi level**

Let alternate atoms have site energies ±Δ. This couples k to k + π/a, where ε has the opposite sign, and gives levels ±E with E = √(ε² + Δ²). At μ = 0 the average of w(E) and w(−E) is −kT ln[2 cosh(E/2kT)]. This depends on E² alone, so the square root adds no singularity. The cosh vanishes where E² = −ω_n², that is, at ε = ±i√(ω_n² + Δ²). The pole sum survives with ω_n replaced by √(ω_n² + Δ²): temperature and gap add in quadrature. For Δ = 0.2 eV the decay length drops from 2.39 to 2.02 nm. At N = 40 the error is 0.142 meV per atom, both from the pole sum and from diagonalizing rings.

**11. Beside a real chain**

The parameters are round values, not fitted to a material, chosen with a monatomic gold chain in mind: spacing near a quarter of a nanometre, one s electron per atom, a band a few eV wide. The model's Fermi velocity, 1.1 × 10⁶ m/s, is of the usual order for a good metal. The smearing is not typical of a sample: kT = 0.1 eV means electrons at 1160 K and serves here as a numerical device. At 300 K the Fermi-Dirac decay length is 9.2 nm, so the same suppression needs a ring nearly four times longer. Real chains break the single-band assumption through d states and spin-orbit coupling, and they may distort. Within the formula, a 20% lower velocity shortens the decay length by 20%, and the 0.4 eV gap above shortens it by 16% at kT = 0.1 eV but by 62% at 300 K (from 9.2 to 3.5 nm), where the gap outweighs πkT. Electron-electron interaction is left out, and size errors arising from it need not follow these laws.

The linear-band exponents also require μ to lie far from a band edge compared with πkT, or with the height y for the Gaussian. Away from half filling, curvature also shifts the phase of the cosine, by an amount that grows with L. For the matched Gaussian at μ = −1 eV and N = 100, the error even has the opposite sign to the linear-band law. Any other sampled quantity must itself be analytic in k up to that height; otherwise its own nearest singularity can set the decay.

The numerical output below lists the values at all lengths.

Numbers as computed

```
spacing a = 0.25 nm, hopping t = 1.5 eV, kT = 0.1 eV
hbar v_F = 0.750 eV nm, v_F = 1.139e+06 m/s
electronic temperature at this kT = 1160 K
variance-matched Gaussian width sigma = 0.2565 eV
Fermi-Dirac decay length hbar v_F/(pi kT) = 2.387 nm
Gaussian length 2 hbar v_F/sigma = 5.848 nm
Free-energy errors, meV per atom (both spins), Fermi-Dirac:
  N   L/nm   k-sum       sinh law
  40  10.0  3.0806e-01  3.0336e-01
  60  15.0  2.5209e-02  2.4899e-02
  80  20.0  2.3352e-03  2.2997e-03
 100  25.0  2.3091e-04  2.2655e-04
 120  30.0  2.3786e-05  2.3249e-05
Same, Gaussian with matched variance (y = saddle energy, eV):
  N   k-sum       Gauss law   saddle      y
  40  1.3119e-01  1.2820e-01  1.3086e-01  0.434
  60  1.6326e-03  1.4729e-03  1.6292e-03  0.643
  80  6.7555e-06  4.9633e-06  6.7425e-06  0.844
 100  9.0178e-09  4.4097e-09  9.0011e-09  1.037
 120  4.0177e-12  9.8514e-13  4.0105e-12  1.219
Same, Gaussian with sigma = kT:
  N   k-sum       Gauss law
  40  1.6382e+00  1.5307e+00
  60  3.9560e-01  3.9033e-01
  80  1.0116e-01  1.0087e-01
 100  2.3828e-02  2.3750e-02
 120  4.8888e-03  4.8584e-03
sigma = kT: overtakes Fermi-Dirac at L = 82.7 nm
  kernel factor there = 6.20e-14
step occupation, N=80: k-sum 0.9818, law 0.9817 meV/atom
Density decay rate per cell, Fermi-Dirac (measured, pole):
  full f: 0.104529, 0.104529
  nearest poles removed: 0.309208, 0.309208
  linear-band rate pi kT a/(hbar v_F) = 0.104720
Gaussian density coefficient: ln(pi N |c|), saddle exponent, Gauss law
  N=101: -17.96, -17.91, -18.64
  N=201: -65.31, -65.19, -73.84
  N=401: -216.97, -216.77, -293.90
band-energy/free-energy error, N=80: 8.333, law 8.378
Filling 0.3 per spin, N=60, error in meV per atom and spin:
  fixed number 2.67962e-03, fixed mu 2.67673e-03
smearing bias, meV/atom: Fermi-Dirac -3.495, Gaussian -3.494
  leading formula -3.491 meV/atom
decay length at 300 K = 9.23 nm
gap 2*Delta = 0.4 eV: decay length = 2.019 nm
  N=40 error: rings 0.14182, poles 0.14182 meV/atom
```
